# Why smooth disorder scarcely backscatters electrons in metallic armchair nanotubes: a numerical check

```python
"""Backscattering by smooth disorder in a metallic armchair nanotube.

Result under test: a scalar potential that is smooth on the atomic scale does
not connect the right and left movers of one valley, because their pseudospins
(amplitudes on sublattices A and B) are orthogonal. In the Dirac model this
holds to all orders below the next subband edge. Sharp potentials, a gap,
or higher subbands restore backscattering.
Symbols: x axis coordinate, phi angle around the tube, kappa circumferential
wavevector, hv = hbar * velocity (eV nm), a bump is (height eV, x nm, phi rad),
with U = height * exp(-(3D distance / width)^2) on the tube surface.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import minimize_scalar
from scipy.special import ive, j0

hop = 2.7                 # eV, rough value for carbon
lattice = 0.246           # nm
n_tube = 10
energy = 0.10             # eV above band centre
width = 0.8               # nm
temperature = 380.0       # K
cluster_spacing = 30.0    # nm
cluster = [(0.05, -0.7, 0.3), (0.04, 0.1, 2.1), (0.06, 0.8, 4.0)]
single = [(0.05, 0.0, 0.0)]
hv = np.sqrt(3) / 2 * lattice * hop
radius = np.sqrt(3) * n_tube * lattice / (2 * np.pi)
kT = const.k * temperature / const.e


def potential(x, phi, bumps, w):
    total = np.zeros(np.broadcast(x, phi).shape)
    for height, x0, phi0 in bumps:
        dist2 = (x - x0)**2 + 4 * radius**2 * np.sin((phi - phi0) / 2)**2
        total = total + height * np.exp(-dist2 / w**2)
    return total


# ---------- Born matrix element from wave functions and quadrature ----------
def born_quadrature(k, kappa, bumps, w):
    x = np.linspace(-7, 7, 1401)[:, None]
    phi = np.arange(64)[None, :] * 2 * np.pi / 64
    waves = []
    for kx in (k, -k):
        ham = hv * np.array([[0, kx - 1j * kappa], [kx + 1j * kappa, 0]])
        spinor = np.linalg.eigh(ham)[1][:, 1]
        waves.append(spinor[:, None, None] * np.exp(1j * kx * x))
    density = np.sum(waves[1].conj() * waves[0], axis=0)
    u = potential(x, phi, bumps, w)
    step = x[1, 0] - x[0, 0]
    return abs(np.sum(density * u) * step / 64)


def fourier_single(height, k, w):
    z = 2 * radius**2 / w**2
    return height * w * np.sqrt(np.pi) * ive(0, z) * np.exp(-(k * w)**2)


k_metal = energy / hv
born_metal = born_quadrature(k_metal, 0.0, single, width)
born_scalar = fourier_single(0.05, k_metal, width)
energy_semi = 0.45
kappa_semi = 1 / (3 * radius)
k_semi = np.sqrt((energy_semi / hv)**2 - kappa_semi**2)
born_semi = born_quadrature(k_semi, kappa_semi, single, width)
overlap_semi = kappa_semi / np.hypot(k_semi, kappa_semi)
assert born_metal < 1e-12
assert np.isclose(born_semi, fourier_single(0.05, k_semi, width)
                  * overlap_semi, rtol=1e-8)


# ---------- all orders in the Dirac model, with virtual subbands ----------
def dirac_reflection(en, bumps, w, offset=0.0):
    """Total reflection of the mode m=0; offset 1/3 is a semiconducting tube."""
    m = np.arange(-4, 5)
    kap = (m + offset) / radius
    eps = en / hv
    lam = -1j * np.sqrt(eps**2 - kap**2 + 0j)
    flat = kap == 0
    safe = np.where(flat, 1.0, kap)
    right = np.where(flat, 0, -(lam + 1j * eps) / safe)
    left_plus = np.where(flat, 0, 1.0)
    left_minus = np.where(flat, 1, (lam - 1j * eps) / safe)
    diff = m[:, None] - m[None, :]
    z = 2 * radius**2 / w**2
    angular = np.array([h * ive(abs(diff), z) * np.exp(-1j * diff * p)
                        for h, _, p in bumps])
    centres = np.array([b[1] for b in bumps])
    kmat, unit = np.diag(kap), np.eye(len(m))

    def slope(x, rho):
        shape = np.exp(-((x - centres) / w)**2)
        wmat = eps * unit - np.tensordot(shape, angular, axes=1) / hv
        return kmat - 1j * (wmat @ rho + rho @ wmat) - rho @ kmat @ rho

    x, end, steps = 5.5, -5.5, 1100
    h = (end - x) / steps
    rho = np.diag(right).astype(complex)
    for _ in range(steps):
        s1 = slope(x, rho)
        s2 = slope(x + h / 2, rho + h / 2 * s1)
        s3 = slope(x + h / 2, rho + h / 2 * s2)
        s4 = slope(x + h, rho + h * s3)
        rho = rho + h / 6 * (s1 + 2 * s2 + 2 * s3 + s4)
        x += h
    inc = 4
    rhs = -rho[:, inc].copy()
    rhs[inc] += right[inc]
    back = np.linalg.solve(rho * left_plus[None, :] - np.diag(left_minus), rhs)
    flux = abs(left_minus)**2 - abs(left_plus)**2
    open_mode = abs(kap) < abs(eps)
    return np.sum((abs(back)**2 * flux)[open_mode]) / (1 - abs(right[inc])**2)


strong = [(6 * h, x0, p) for h, x0, p in cluster]
refl_strong = dirac_reflection(energy, strong, width)
refl_semi = dirac_reflection(energy_semi, cluster, width, 1 / 3)
refl_high = dirac_reflection(0.90, single, width)
weak = 0.002
refl_weak = dirac_reflection(energy_semi, [(weak, 0, 0)], width, 1 / 3)
born_weak = (fourier_single(weak, k_semi, width) * kappa_semi
             / (hv * k_semi))**2
assert refl_strong < 1e-16
assert np.isclose(refl_weak, born_weak, rtol=0.03)  # second order in U remains
assert refl_high > 1e-5


# ---------- atomistic scattering with the exact lattice Green function ------
def green_table(en, pmax):
    """Green function of E^2 - H^2 between lattice points (p a/2, s)."""
    p, s = np.arange(pmax), np.arange(2 * n_tube)
    ec = en + 1e-11j
    table = np.zeros((pmax, 2 * n_tube), complex)

    def pole(c):
        z = c + np.sqrt(c * c - 1)
        z = 1 / z if abs(z) > 1 else z
        return 2 * z**p / (z - 1 / z)

    for j in range(n_tube):
        cj = np.cos(np.pi * j / n_tube)
        root = np.sqrt(cj**2 - 1 + (ec / hop)**2 + 0j)
        c1, c2 = (-cj + root) / 2, (-cj - root) / 2
        radial = -(pole(c1) - pole(c2)) / (4 * hop**2 * (c1 - c2))
        table += np.outer(radial, np.exp(1j * np.pi * j * s / n_tube)) / n_tube
    return table


half_rows = 56
table = green_table(energy, 2 * half_rows + 3)
theta_plus = np.arccos((-1 - energy / hop) / 2)    # A+B state, valley K
theta_minus = np.arccos((-1 + energy / hop) / 2)   # A-B state, valley K


def lattice_scattering(bumps, w):
    p, s = np.meshgrid(np.arange(-half_rows, half_rows + 1),
                       np.arange(2 * n_tube), indexing="ij")
    even = (p + s) % 2 == 0
    p, s = p[even], s[even]
    x = p * lattice / 2
    ua = potential(x, np.pi * s / n_tube, bumps, w)
    ub = potential(x, np.pi * (s + 2 / 3) / n_tube, bumps, w)
    cut = 1e-12 * max(abs(ua).max(), abs(ub).max())
    ka, kb = abs(ua) > cut, abs(ub) > cut
    pa, sa, pb, sb = p[ka], s[ka], p[kb], s[kb]

    def g(dp, ds):
        return table[abs(dp), ds % (2 * n_tube)]

    gaa = energy * g(pa[:, None] - pa, sa[:, None] - sa)
    gbb = energy * g(pb[:, None] - pb, sb[:, None] - sb)
    dp, ds = pa[:, None] - pb, sa[:, None] - sb
    gab = -hop * (g(dp, ds) + g(dp + 1, ds - 1) + g(dp - 1, ds - 1))
    green = np.block([[gaa, gab], [gab.T, gbb]])
    u = np.concatenate([ua[ka], ub[kb]])
    pos = np.concatenate([pa, pb])
    sign = np.concatenate([np.ones(len(pa)), -np.ones(len(pb))])
    incoming = np.exp(1j * theta_plus * pos)
    psi = np.linalg.solve(np.eye(len(u)) - green * u[None, :], incoming)
    vp = hop * lattice * np.sin(theta_plus)
    vm = hop * lattice * np.sin(theta_minus)
    norm = lattice / (4 * n_tube)

    def amp(state, wave, vel):
        return -1j * norm * np.vdot(state, u * wave) / np.sqrt(vp * vel)

    intra = sign * np.exp(1j * theta_minus * pos)
    inter = np.exp(-1j * theta_plus * pos)
    cross = sign * np.exp(-1j * theta_minus * pos)
    out = {"intra": abs(amp(intra, psi, vm))**2,
           "inter": abs(amp(inter, psi, vp))**2,
           "born_intra": abs(amp(intra, incoming, vm))**2,
           "born_inter": abs(amp(inter, incoming, vp))**2,
           "scalar": abs(amp(sign * intra, incoming, vm))**2}
    out["sum"] = (out["intra"] + out["inter"] + abs(amp(cross, psi, vm))**2
                  + abs(1 + amp(incoming, psi, vp))**2)
    return out


full = lattice_scattering(cluster, width)
half = lattice_scattering([(h / 2, x0, p) for h, x0, p in cluster], width)
exponent = np.log2(full["intra"] / half["intra"])
assert abs(full["sum"] - 1) < 1e-7
assert full["intra"] + full["inter"] < 1e-2 * full["scalar"]
assert exponent > 3        # a first-order remainder would give 2

scan = {w: lattice_scattering(single, w) for w in (0.1, 0.2, 0.3, 0.5)}
sharp, smooth = scan[0.1], scan[0.5]
assert np.isclose(sharp["intra"], sharp["born_intra"], rtol=0.05)
assert np.isclose(sharp["inter"], sharp["born_inter"], rtol=0.05)
assert (sharp["intra"] + sharp["inter"]) / sharp["scalar"] > 0.1
assert (smooth["intra"] + smooth["inter"]) / smooth["scalar"] < 1e-6
assert all(abs(r["sum"] - 1) < 1e-7 for r in scan.values())


# ---------- lattice bands against the Dirac parameters ----------
def band(theta, j):
    phase = 2 * np.pi * j / (3 * n_tube)
    return hop * abs(np.exp(1j * phase)
                     + 2 * np.cos(theta) * np.exp(-0.5j * phase))


dk = 1e-4
slope_lattice = band(2 * np.pi / 3 + dk * lattice / 2, 0) / dk
edge_dirac = hv / radius
edge_lattice = minimize_scalar(lambda q: band(q, 1), bounds=(1.6, 2.6),
                               method="bounded").fun
assert np.isclose(slope_lattice, hv, rtol=1e-3)
assert np.isclose(edge_lattice, edge_dirac, rtol=0.03)

# ---------- twist phonons: coupling, reflection and mean free path ----------
beta = 3.0                # relative hopping change per relative bond change
shear_stiffness = 150.0   # N/m, rough value for a graphene sheet
gamma = 1e-3
bonds = np.array([[0, 1], [np.sqrt(3) / 2, -0.5], [-np.sqrt(3) / 2, -0.5]])
bent = bonds + gamma * np.column_stack([np.zeros(3), bonds[:, 0]])
hops = hop * (1 - beta * (np.linalg.norm(bent, axis=1) - 1))
half_gap = minimize_scalar(
    lambda q: abs(hops[0] + hops[1] * np.exp(1j * q)
                  + hops[2] * np.exp(-1j * q)),
    bounds=(1.9, 2.3), method="bounded", options={"xatol": 1e-10}).fun
coupling = 0.75 * beta * hop
assert np.isclose(half_gap, coupling * gamma, rtol=0.01)

mass, length = 0.005, 5.0
transfer = expm(length * np.array([[1j * k_metal, mass],
                                   [mass, -1j * k_metal]]))
refl_mass = abs(transfer[1, 0] / transfer[1, 1])**2
assert np.isclose(refl_mass, (mass * np.sin(k_metal * length) / k_metal)**2,
                  rtol=0.01)
stiff_ev = shear_stiffness / const.e * 1e-18       # eV/nm^2
mfp_twist = stiff_ev * 2 * np.pi * radius * hv**2 / (coupling**2 * kT)

# ---------- intervalley factor for a charge at height h above a sheet -------
height_test, q_test = 1.0, 2.0
hankel = quad(lambda r: r * height_test * j0(q_test * r)
              / (r * r + height_test**2)**1.5, 0, 400, limit=3000)[0]
assert np.isclose(hankel, np.exp(-q_test * height_test), atol=1e-5)
valley_q = 4 * np.pi / (3 * lattice)

# ---------- numbers for the text ----------
back = full["intra"] + full["inter"]
gap_small = 0.01
occupation = 1 / (np.exp((edge_dirac - energy) / kT) + 1)
optical = 0.18            # eV, rough optical phonon energy
bose = 1 / (np.exp(optical / kT) - 1)
print(f"Tube index n = {n_tube}; hopping = {hop} eV; lattice = {lattice} nm")
print(f"Tube radius = {radius:.4f} nm; hbar*v = {hv:.4f} eV nm")
print(f"Velocity = {hv * 1e-9 * const.e / const.hbar:.3e} m/s")
print(f"Energy above band centre = {energy} eV; k = {k_metal:.4f} 1/nm")
print(f"Next subband edge, Dirac = {edge_dirac:.4f} eV")
print(f"Next subband edge, lattice = {edge_lattice:.4f} eV")
print("-- single bump, height 0.05 eV, Born element")
print(f"Bump width = {width} nm")
print(f"Fourier component U0(2k) = {born_scalar:.5f} eV nm")
print(f"Reflection if pseudospin ignored = {(born_scalar / hv)**2:.3e}")
print(f"Dirac element, metallic tube = {born_metal:.1e} eV nm")
print(f"Semiconducting tube at {energy_semi} eV: k = {k_semi:.4f} 1/nm")
print(f"  kappa = {kappa_semi:.4f} 1/nm; overlap = {overlap_semi:.4f}")
print(f"  Dirac element = {born_semi:.5f} eV nm")
print("-- Dirac model to all orders, reflection probability")
print(f"Metallic, cluster times 6 = {refl_strong:.1e}")
print(f"Semiconducting, cluster, {energy_semi} eV = {refl_semi:.3e}")
print(f"Metallic above next edge, 0.90 eV, single bump = {refl_high:.3e}")
print(f"Weak-bump check: integrated {refl_weak:.4e}, Born {born_weak:.4e}")
print("-- lattice calculation, cluster of three bumps")
for h, x0, p in cluster:
    print(f"  bump: height {h} eV, x = {x0} nm, angle = {p} rad")
print(f"Born reflection, pseudospin ignored = {full['scalar']:.3e}")
print(f"Reflection within valley = {full['intra']:.2e}")
print(f"Reflection between valleys = {full['inter']:.2e}")
print(f"Exponent of within-valley part in disorder height = {exponent:.2f}")
print(f"Sum of probabilities minus 1 = {full['sum'] - 1:.1e}")
print(f"Cluster spacing = {cluster_spacing} nm")
print(f"Length, pseudospin ignored = {cluster_spacing/full['scalar']:.0f} nm")
print(f"Length, lattice result = {cluster_spacing / back:.1e} nm")
print("-- width scan, reflection / (pseudospin-ignored Born value)")
for w, r in scan.items():
    print(f"  width {w} nm: within valley {r['intra'] / r['scalar']:.2e},"
          f" between valleys {r['inter'] / r['scalar']:.2e}")
print("-- neglected effects")
print(f"Intervalley wavevector = {valley_q:.2f} 1/nm")
for h in (0.3, 1.0):
    print(f"  exp(-q h), charge at {h} nm = {np.exp(-valley_q * h):.1e}")
print(f"Squared overlap for half-gap {gap_small} eV ="
      f" {(gap_small / energy)**2:.3f}")
print(f"Temperature = {temperature} K; kT = {kT:.5f} eV")
print(f"Occupation at next subband edge = {occupation:.1e}")
print(f"Optical phonon {optical} eV, occupation = {bose:.1e}")
print(f"Twist: beta = {beta}, shear stiffness = {shear_stiffness} N/m")
print(f"Twist coupling = {coupling:.3f} eV per unit shear")
print(f"Twist-phonon backscattering length = {mfp_twist:.0f} nm"
      f" = {mfp_twist / 1000:.2f} um")
print("finished without a failed check")
```

Output:

```
Tube index n = 10; hopping = 2.7 eV; lattice = 0.246 nm
Tube radius = 0.6781 nm; hbar*v = 0.5752 eV nm
Velocity = 8.739e+05 m/s
Energy above band centre = 0.1 eV; k = 0.1738 1/nm
Next subband edge, Dirac = 0.8482 eV
Next subband edge, lattice = 0.8343 eV
-- single bump, height 0.05 eV, Born element
Bump width = 0.8 nm
Fourier component U0(2k) = 0.02622 eV nm
Reflection if pseudospin ignored = 2.078e-03
Dirac element, metallic tube = 0.0e+00 eV nm
Semiconducting tube at 0.45 eV: k = 0.6086 1/nm
  kappa = 0.4915 1/nm; overlap = 0.6283
  Dirac element = 0.01325 eV nm
-- Dirac model to all orders, reflection probability
Metallic, cluster times 6 = 2.5e-37
Semiconducting, cluster, 0.45 eV = 5.099e-03
Metallic above next edge, 0.90 eV, single bump = 4.007e-04
Weak-bump check: integrated 1.4060e-06, Born 1.4032e-06
-- lattice calculation, cluster of three bumps
  bump: height 0.05 eV, x = -0.7 nm, angle = 0.3 rad
  bump: height 0.04 eV, x = 0.1 nm, angle = 2.1 rad
  bump: height 0.06 eV, x = 0.8 nm, angle = 4.0 rad
Born reflection, pseudospin ignored = 1.781e-02
Reflection within valley = 9.18e-12
Reflection between valleys = 3.78e-23
Exponent of within-valley part in disorder height = 4.10
Sum of probabilities minus 1 = 2.3e-14
Cluster spacing = 30.0 nm
Length, pseudospin ignored = 1685 nm
Length, lattice result = 3.3e+12 nm
-- width scan, reflection / (pseudospin-ignored Born value)
  width 0.1 nm: within valley 1.88e-01, between valleys 5.15e-01
  width 0.2 nm: within valley 6.74e-07, between valleys 7.82e-03
  width 0.3 nm: within valley 3.92e-14, between valleys 6.81e-06
  width 0.5 nm: within valley 1.99e-22, between valleys 1.03e-13
-- neglected effects
Intervalley wavevector = 17.03 1/nm
  exp(-q h), charge at 0.3 nm = 6.0e-03
  exp(-q h), charge at 1.0 nm = 4.0e-08
Squared overlap for half-gap 0.01 eV = 0.010
Temperature = 380.0 K; kT = 0.03275 eV
Occupation at next subband edge = 1.2e-10
Optical phonon 0.18 eV, occupation = 4.1e-03
Twist: beta = 3.0, shear stiffness = 150.0 N/m
Twist coupling = 6.075 eV per unit shear
Twist-phonon backscattering length = 1092 nm = 1.09 um
finished without a failed check
```
